# Drude collision rate of a degenerate electron gas with random donors

## Definitions and conventions

Hartree atomic units are used, with electron charge \(-1\). Electrons of density \(n\) occupy \(g\) equivalent valleys with one isotropic mass \(m\). Their interaction in a background of dielectric constant \(\kappa\) is
\[
v(q)=\frac{4\pi}{\kappa q^2}.
\]
There are \(N_i=n_i\mathcal V\) fixed donors of charge \(Z\), at uncorrelated positions \(\mathbf R_j\) in the volume \(\mathcal V\). A neutralizing background removes \(q=0\). The potential energy of an electron due to the donors is
\[
U(\mathbf r)=\frac1{\mathcal V}\sum_{\mathbf q\ne0}U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad
U_{\mathbf q}=-Zv(q)\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.
\]
Valley index is conserved in all scattering.

Fields vary as \(e^{-i\omega t}\), with \(\omega\) approached from above the real axis. The density response \(\chi\) of the clean, interacting gas is defined by \(\delta n_{\mathbf q}(\omega)=\chi(q,\omega)U_{\mathbf q}(\omega)\), so its static value is negative. The complex collision rate \(\nu\) is defined by
\[
\sigma(\omega)=\frac{n}{m}\frac1{\nu(\omega)-i\omega}
=\frac{in}{m\omega}\left[1-\frac{i\nu}{\omega}+\dots\right].
\]
The expansion uses \(\nu-i\omega=-i\omega(1+i\nu/\omega)\). Perturbation theory to second order in \(U\) fixes the bracketed linear term, and hence \(\nu\). Keeping \(\nu\) in the denominator is a resummation, justified by this expansion when \(|\nu|\ll\omega\).

## Force on the electrons

In a uniform field \(\mathbf E(t)\) each electron obeys
\[
m\ddot{\mathbf r}_a=-\mathbf E-\nabla U(\mathbf r_a)-\nabla_a W,
\]
where the interaction energy \(W\) depends on coordinate differences. Put \(\mathbf r_a=\mathbf r'_a+\mathbf X(t)\), with \(m\ddot{\mathbf X}=-\mathbf E\). Then
\[
m\ddot{\mathbf r}'_a=-\nabla U(\mathbf r'_a+\mathbf X)-\nabla_aW.
\]
The field has gone and \(W\) is unchanged. This step needs the same constant mass for all electrons. In the moving frame the clean gas is at rest and sees donors whose Fourier amplitudes are \(U_{\mathbf q}e^{i\mathbf q\cdot\mathbf X(t)}\).

Internal forces cancel in the total momentum, so the total donor force is
\[
\mathbf F=-\int d^3r'\,n(\mathbf r',t)\nabla U(\mathbf r'+\mathbf X)
=-\frac{i}{\mathcal V}\sum_{\mathbf q}\mathbf q\,U_{\mathbf q}e^{i\mathbf q\cdot\mathbf X(t)}n_{-\mathbf q}(t).
\]
To first order in \(U\), the induced density is
\[
n_{-\mathbf q}(t)=\int dt'\,\chi(q,t-t')U_{-\mathbf q}e^{-i\mathbf q\cdot\mathbf X(t')} .
\]
Because \(U\) is real, \(U_{-\mathbf q}=U_{\mathbf q}^*\), and
\[
\mathbf F=-\frac i{\mathcal V}\sum_{\mathbf q}\mathbf q|U_{\mathbf q}|^2
\int dt'\,\chi(q,t-t')e^{i\mathbf q\cdot[\mathbf X(t)-\mathbf X(t')]}.
\]
Expand the exponential to first order in the field. The constant term is odd in \(\mathbf q\) and sums to zero. In the linear term \(-i\cdot i=1\). The displacement at time \(t\) multiplies \(\int d\tau\,\chi(q,\tau)=\chi(q,0)\), whereas the earlier displacement gives \(\chi(q,\omega)\):
\[
\mathbf F=\frac1{\mathcal V}\sum_{\mathbf q}\mathbf q(\mathbf q\cdot\mathbf X)|U_{\mathbf q}|^2
[\chi(q,0)-\chi(q,\omega)].
\]

For random donors the cross terms \(j\ne j'\) average to zero at \(q\ne0\), so \(\langle|U_{\mathbf q}|^2\rangle=N_iZ^2v^2\). Isotropy replaces \(q_aq_b\) by \(q^2\delta_{ab}/3\), and the sum becomes \(\mathcal V\int d^3q/(2\pi)^3\).

The Drude force is \(-n\mathcal Vm\nu\) times the drift velocity. Since \(\nu\) is already of second order in \(U\), that velocity may be replaced by its clean-gas value \(\dot{\mathbf X}\), so \(\mathbf F=-n\mathcal Vm\nu\dot{\mathbf X}=i\omega n\mathcal Vm\nu\mathbf X\). Equating the two forces and using \(1/i=-i\) gives
\[
\boxed{\nu(\omega)=\frac{in_i}{nm\omega}\int\frac{d^3q}{(2\pi)^3}\frac{q^2}{3}Z^2v(q)^2
[\chi(q,\omega)-\chi(q,0)]}
\]
This holds at second order in \(U\) and first order in the field, with electron interactions contained in \(\chi\). If donor positions are correlated, their structure factor \(S_i(q)=\langle|\sum_j e^{-i\mathbf q\cdot\mathbf R_j}|^2\rangle/N_i\) multiplies the integrand. For several uncorrelated species, as in compensated material, \(n_iZ^2\) becomes \(\sum_s n_sZ_s^2\), while \(n\) remains the free-electron density.

The force argument was tested in one dimension on two unit-mass particles on a ring of length \(2\pi\). Their repulsion had matrix elements \(0.8/(1+j^2)\) for momentum transfers \(1\le|j|\le4\), and the external potential was \(2\times10^{-3}\cos x\). At complex frequency \(0.6i\), diagonalization with the potential present and the Kubo current response gave \(\nu=9.920\times10^{-7}\). The force formula, using the clean interacting density response, gave the same value. The non-interacting response gave \(7.869\times10^{-6}\), so the interaction matters in this test.

## Dynamically screened response

In the random-phase approximation (RPA), electrons respond as free particles to the external plus induced potential:
\[
\delta n=\chi_0(U+v\,\delta n),\qquad
\chi=\frac{\chi_0}{1-v\chi_0}.
\]
With \(\varepsilon=1-v\chi_0\), it follows that \(v\chi=1/\varepsilon-1\). The angular integral supplies \(4\pi/(2\pi)^3=1/(2\pi^2)\). One factor of \(v\) remains outside the response, so the prefactor is
\[
\frac{1}{2\pi^2}\frac13\frac{4\pi}{\kappa}=\frac2{3\pi\kappa}.
\]
Therefore
\[
\boxed{\nu(\omega)=\frac{2in_iZ^2}{3\pi\kappa nm\omega}
\int_0^\infty dq\,q^2\left[\frac1{\varepsilon(q,\omega)}-\frac1{\varepsilon(q,0)}\right]}
\]
Here \(\varepsilon\) is relative to the background; \(\kappa\) must not be included in it again.

At zero temperature, \(k_F=(3\pi^2n/g)^{1/3}\), \(v_F=k_F/m\) and \(E_F=k_F^2/2m\). The free response is
\[
\chi_0=2g\int_{k<k_F}\frac{d^3k}{(2\pi)^3}
\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right],\quad
\Delta=\frac{q^2}{2m}+\frac{\mathbf k\cdot\mathbf q}{m}.
\]
The second term comes from relabelling the occupied final state. Define
\[
x=\frac q{k_F},\qquad a_\pm=\frac{m\omega}{qk_F}\pm\frac{q}{2k_F},\qquad p=\frac k{k_F}.
\]
Integration over angle, with the angle reversed in the second term, leaves
\[
\chi_0=\frac{gmk_F}{2\pi^2x}[J(a_-)-J(a_+)],\qquad
J(a)=\int_0^1dp\,p\ln\frac{a+p}{a-p}.
\]
With \(L=\ln[(a+1)/(a-1)]\), integration by parts gives
\[
J=\frac L2-a\int_0^1\frac{p^2dp}{a^2-p^2}
=\frac L2+a-\frac{a^2L}{2}.
\]
Setting \(J=2\Psi\),
\[
\chi_0=\frac{gmk_F}{\pi^2x}[\Psi(a_-)-\Psi(a_+)],\qquad
\Psi(a)=\frac a2+\frac{1-a^2}{4}\ln\frac{a+1}{a-1}.
\]

For real \(|a|<1\) the retarded logarithm has imaginary part \(-\pi\), so \(\operatorname{Im}\Psi=-\pi(1-a^2)/4\). Pair excitation requires \(-1<a_-<1\). Solving \(a_-=\pm1\) gives
\[
q_1<q<q_2,\qquad q_{1,2}=\sqrt{k_F^2+2m\omega}\mp k_F.
\]
In the part where \(a_+<1\) also holds, \(a_+^2-a_-^2=2m\omega/k_F^2\) and
\[
\operatorname{Im}\chi_0=-\frac{gm^2\omega}{2\pi q}.
\]

## Pair and plasmon dissipation

The real part of the rate is
\[
\operatorname{Re}\nu=-\frac{2n_iZ^2}{3\pi\kappa nm\omega}
\int_0^\infty dq\,q^2\operatorname{Im}\frac1{\varepsilon(q,\omega)}.
\]
In the pair continuum \(\operatorname{Im}(1/\varepsilon)=v\operatorname{Im}\chi_0/|\varepsilon|^2\le0\), so this contribution is non-negative. Static screening replaces \(|\varepsilon(q,\omega)|^2\) by \(\varepsilon(q,0)^2\).

For \(q<q_1\), \(\varepsilon\) is real except for its retarded infinitesimal part. Expanding \(\chi_0\) in \(\Delta/\omega\) requires
\[
\langle\Delta\rangle=\frac{q^2}{2m},\qquad
\langle\Delta^3\rangle\simeq3\,\frac{q^2v_F^2}{5}\,\frac{q^2}{2m},
\]
where the averages run over the Fermi sphere. Since \(\chi_0=n\langle2\Delta/\omega^2+2\Delta^3/\omega^4+\dots\rangle\),
\[
\varepsilon\simeq1-\frac{\omega_p^2}{\omega^2}
\left(1+\frac{3v_F^2q^2}{5\omega^2}\right),\qquad
\omega_p^2=\frac{4\pi n}{\kappa m}.
\]
At a zero \(q_p\) with \(\partial\varepsilon/\partial\omega>0\), \(\operatorname{Im}(1/\varepsilon)=-\pi\delta(q-q_p)/|\partial\varepsilon/\partial q|\). The plasmon contribution is thus
\[
\operatorname{Re}\nu_{\rm pl}=\frac{2n_iZ^2}{3\kappa nm\omega}
\frac{q_p^2}{|\partial\varepsilon/\partial q|_{q_p}}.
\]
A uniform field alone cannot excite this finite-\(q\) mode in the clean gas; the donors supply the momentum.

Just above \(\omega_p\), the expansion gives \(q_p=\sqrt{5(\omega^2-\omega_p^2)/3}/v_F\) and \(|\partial\varepsilon/\partial q|\simeq6v_F^2q_p/(5\omega_p^2)\). Hence
\[
\operatorname{Re}\nu_{\rm pl}\simeq\frac{5n_iZ^2\omega_pq_p}{9\kappa nmv_F^2},
\]
which starts as the square root of \(\omega-\omega_p\). This form holds only close to onset. In the example below it is 3% high at \(1.005\,\omega_p\), and at \(1.08\,\omega_p\) it gives 38.6 meV against the exact 23.2 meV. The separate pole contribution ends when \(q_p\) reaches \(q_1\). Beyond that point the plasmon can decay into pairs.

## Static and high-frequency limits

As \(\omega\to0\), the pair region becomes \(0<q<2k_F\). Substitution of the low-frequency \(\operatorname{Im}\chi_0\) gives
\[
\nu(0)=\frac{4gmn_iZ^2}{3\pi\kappa^2n}
\int_0^{2k_F}\frac{dq}{q\,\varepsilon(q,0)^2}.
\]
The integral converges at small \(q\) because \(\varepsilon(q,0)\propto q^{-2}\).

The golden-rule transport rate at the Fermi surface, with \(c=\cos\theta\), is
\[
\frac1\tau=\frac{n_imk_F}{2\pi}\int_{-1}^{1}dc\,(1-c)
\left[\frac{Zv(q)}{\varepsilon(q,0)}\right]^2.
\]
Use \(q^2=2k_F^2(1-c)\) and \(|dc|=q\,dq/k_F^2\). The prefactor becomes \(4\pi mn_iZ^2/(\kappa^2k_F^3)\), which equals that of \(\nu(0)\) after inserting \(k_F^3=3\pi^2n/g\). At zero temperature the resummed Drude formula therefore has the elastic Boltzmann static limit. At finite temperature the force formula averages friction, whereas Boltzmann mobility averages relaxation times, and the two can differ.

For \(\omega\gg E_F,\omega_p\), initial electron momentum and screening drop out at leading order. Then \(\operatorname{Im}\chi_0\to-\pi n\,\delta(\omega-q^2/2m)\), and integrating the delta function gives \(m/\sqrt{2m\omega}\):
\[
\operatorname{Re}\nu\to\frac{8\pi n_iZ^2}{3\kappa^2\omega\sqrt{2m\omega}}
=\frac{4\sqrt2\,\pi n_iZ^2}{3\kappa^2\sqrt m\,\omega^{3/2}}.
\]

## Reactive part and causality

The bracket in \(\nu\) vanishes at \(\omega=0\), so the factor \(1/\omega\) creates no pole. For a response analytic in the upper half-plane and decaying at infinity,
\[
\nu(z)=\frac1{\pi i}\int_{-\infty}^{\infty}d\omega'\frac{\operatorname{Re}\nu(\omega')}{\omega'-z}.
\]
Since \(\operatorname{Re}\nu\) is even, approaching the real axis and taking the imaginary part gives
\[
\operatorname{Im}\nu(\omega)=-\frac{2\omega}{\pi}\,\mathrm P\!\int_0^\infty
d\omega'\frac{\operatorname{Re}\nu(\omega')}{\omega'^2-\omega^2}.
\]
Dissipation above \(\omega\) contributes negatively and dissipation below it positively. Because \(\nu-i\omega=\operatorname{Re}\nu-i\omega(1-\operatorname{Im}\nu/\omega)\), a negative \(\operatorname{Im}\nu\) raises the apparent optical mass.

At \(z=i\Omega\) the same relation becomes
\[
\nu(i\Omega)=\frac2\pi\int_0^\infty d\omega\,
\frac{\Omega\operatorname{Re}\nu(\omega)}{\omega^2+\Omega^2}.
\]
For the example below, with \(\Omega=0.1065\) eV, the spectral integral gives 18.667 meV, as does direct evaluation at imaginary frequency. This tests the pair and plasmon parts together.

## Numerical evaluation

Evaluate \(1/\varepsilon-1\) as \(v\chi_0/(1-v\chi_0)\), which avoids cancellation at large \(q\). At large \(|a|\), expanding the logarithm in \(\Psi\) cancels its linear term and leaves
\[
\Psi(a)=\sum_{k=0}^{\infty}\frac{a^{-(2k+1)}}{(2k+1)(2k+3)}.
\]
Write the logarithm as \(\ln(a+1)-\ln(a-1)\), with a positive infinitesimal imaginary part for real frequency.

Split the integral at \(q_1\) and \(q_2\). For \(\omega<E_F\), also split at \(k_F\mp\sqrt{k_F^2-2m\omega}\), where \(a_+=1\). The static integral has its break at \(2k_F\).

A real quadrature grid can miss the plasmon pole. For a plasmon whose frequency rises with \(q\), the retarded pole lies just above the real \(q\) axis. The interval \(0<q<q_1\) can therefore be replaced by
\[
q=q_1\left[s-\tfrac{i}{2}s(1-s)\right],\qquad 0\le s\le1,
\]
including \(dq/ds\). At 0.2638 eV in the example, this path and the residue formula both give a plasmon part of 17.09 meV.

## Example: heavily doped silicon

Take \(n=n_i=10^{20}\ \mathrm{cm^{-3}}\), \(Z=1\), \(\kappa=11.7\), \(g=6\) and \(m=0.26m_e\). These are rough parameters for phosphorus-doped silicon. Then
\[
k_F=\left(\frac{3\pi^2\times0.1\ \mathrm{nm^{-3}}}{6}\right)^{1/3}=0.790\ \mathrm{nm^{-1}},
\]
with \(E_F=0.0915\) eV and \(\hbar\omega_p=0.213\) eV. The plasmon enters the pair continuum at 0.315 eV.

The static result is \(\hbar\nu(0)=17.3\) meV, or \(2.63\times10^{13}\ \mathrm{s^{-1}}\). The isotropic-model mobility is
\[
\mu=\frac{e}{m\nu(0)}=257\ \mathrm{cm^2/Vs}.
\]

At finite frequency, with all rates in meV:

| \(\hbar\omega\) (eV) | Re \(\hbar\nu\) | Im \(\hbar\nu\) | plasmon part | static screening |
|---:|---:|---:|---:|---:|
| 0.05 | 17.9 | −1.3 | 0 | 17.0 |
| 0.10 | 18.9 | −2.0 | 0 | 15.4 |
| 0.20 | 20.5 | −9.6 | 0 | 12.3 |
| 0.23 | 44.4 | −6.4 | 23.2 | 11.8 |
| 0.30 | 32.0 | 16.3 | 7.9 | 10.8 |
| 0.50 | 14.1 | 17.5 | 0 | 8.5 |
| 1.00 | 4.9 | 11.2 | 0 | 4.3 |

At 0.23 eV the pole supplies 23.2 of 44.4 meV. The remaining 21 meV or so still exceeds the statically screened 11.8 meV. The pair spectrum is the same in both calculations, so this second difference comes from \(|\varepsilon(q,\omega)|^{-2}\). At 1 eV the full rate is 1.002 times the high-frequency law. This close agreement is partly a cancellation: without electron screening the rate is 0.991 times the law, and dynamic screening raises it by 1.1%.

The ratio \(|\nu|/\omega\) is 0.36 at 0.05 eV, 0.20 at 0.23 eV and 0.045 at 0.50 eV. The low-frequency conductivity thus relies on the resummation, and the values near the plasmon onset are less secure than those at 0.5 eV. The sharp onset belongs to the clean-gas response. If that response is given a constant collision width of 17.3 meV in Mermin's number-conserving form, Re \(\hbar\nu\) changes from 20.5 to 24.9 meV at 0.20 eV and from 44.4 to 39.6 meV at 0.23 eV, but only from 14.1 to 13.9 meV at 0.50 eV.

For optical absorption, \(\varepsilon_{\rm tot}=\kappa+4\pi i\sigma/\omega\) gives
\[
\varepsilon_{\rm tot}=\kappa\left[1-\frac{\omega_p^2}{\omega(\omega+i\nu)}\right],\qquad
\alpha=\frac{2\omega}{c}\operatorname{Im}\sqrt{\varepsilon_{\rm tot}}.
\]
At 0.5 eV, \(\alpha=527\ \mathrm{cm^{-1}}\) with \(\nu(\omega)\), against \(600\ \mathrm{cm^{-1}}\) with \(\nu(0)\), all other parameters held fixed. The real rate falls by a factor \(14.1/17.3=0.81\). Part of this is offset because \(\operatorname{Im}\nu>0\) lowers \(|\omega+i\nu|^2\). These values cover absorption within the occupied valleys only. In real n-type silicon the next conduction band lies about 0.5 eV above the valley minima, and transitions to it can add absorption near this energy.

## Comparison with real material

Measured room-temperature mobility at this doping is roughly 70–90 \(\mathrm{cm^2/Vs}\), so the model value of 257 is much too high. The largest correction sized here is scattering beyond the Born approximation. For a Yukawa ion with the Thomas–Fermi screening wave number \(2.015k_F\), phase shifts at the Fermi energy give 1.50 times the Born transport rate for an attractive ion and 0.70 times for a repulsive one. A second-order rate is even in \(Z\) and misses this distinction. The Yukawa ion is not the potential behind the value 257: its Born rate is 12.5 meV, against 17.3 meV for \(v/\varepsilon(q,0)\). Carrying over only its ratio, with the screening held fixed, would give about \(257/1.50\simeq170\ \mathrm{cm^2/Vs}\). By the Friedel sum rule, however, the fixed potential displaces 1.16 electrons instead of 1. Raising the screening wave number to \(2.17k_F\) restores neutrality. The rate is then 1.22 times the original Born rate, taken at \(2.015k_F\), and the same transfer gives about \(210\ \mathrm{cm^2/Vs}\). For the potential \(v/\varepsilon(q,0)\) itself, phase shifts give 1.78 times the Born rate, or about \(145\ \mathrm{cm^2/Vs}\), and displace 1.27 electrons. Scaling \(\chi_0\) in \(\varepsilon\) up by about 1.3 restores neutrality and leaves a factor 1.32, or about \(195\ \mathrm{cm^2/Vs}\). The size of this correction therefore depends strongly on the screening model.

Other effects were sized separately:

- At 300 K, \(k_BT/E_F=0.28\), so degeneracy is incomplete. The force-balance rate rises by 11% at DC and falls by 0.7% at 0.5 eV, relative to zero temperature. These figures use \(m=0.26m_e\). With the density-of-states mass \(0.32m_e\) of the ellipsoidal valleys below, \(E_F=0.074\) eV, \(k_BT/E_F=0.35\) and the DC rise is 19%. The plasmon window was not sized thermally.
- Ellipsoidal valleys with rough masses \(0.92m_e\) and \(0.19m_e\) give a static mobility of \(246\ \mathrm{cm^2/Vs}\), without momentum exchange between valleys.
- A Hubbard exchange correction, which replaces \(v\) in \(\varepsilon\) by \(v(1-G)\) with \(G=q^2/[2g(q^2+k_F^2)]\), raises the DC rate by 6% relative to RPA. Adding the squared screening wave number to \(q^2+k_F^2\) reduces this to 3%.
- A rough lattice mobility of \(1400\ \mathrm{cm^2/Vs}\) corresponds to 3.2 meV, or 18% of the static donor rate.
- A plane-wave estimate of Coulomb scattering between perpendicular valleys is 0.13% of the static rate with \(\kappa\) retained, and 17% with background screening removed. It omits the Bloch functions, which can change the result by more than an order of magnitude, so these figures are not bounds for silicon.

These corrections interact and should not simply be multiplied. Donor clustering, the short-range potential of the phosphorus core and nonparabolic bands were not calculated; how they share the remaining discrepancy is undetermined.

## Table of computed values

```
electron = donor density: 1.0e+20 cm^-3
kappa 11.7, mass 0.26 m_e, valleys 6, Z 1
Fermi wave number: 0.7902 nm^-1
Fermi energy: 0.0915 eV
plasma energy: 0.2129 eV
plasmon enters pair continuum at: 0.3146 eV
density parameter r_s (effective Bohr radii): 0.561
ring test, atomic units: Kubo, force formula, free response
 z=0.6i: 9.9201e-07-0.0000e+00j, 9.9201e-07+0.0000e+00j, 7.8689e-06+0.0000e+00j
 z=0.4+0.3i: 9.5243e-07-7.2697e-07j, 9.5242e-07-7.2697e-07j, 1.3333e-05+0.0000e+00j
donor average |sum|^2/N_i (sampled): 0.989
static rate hbar*nu(0), golden rule: 17.295 meV
hbar*Re nu at 0.001 E_F: 17.295 meV
static rate nu(0): 2.628e+13 s^-1
DC mobility, isotropic model: 257.4 cm2/Vs
energy eV | Re, Im, plasmon part, static screening meV | |nu|/w
 0.05 | 17.889, -1.271, 0.000, 17.048 | 0.3587
 0.10 | 18.943, -2.010, 0.000, 15.372 | 0.1905
 0.15 | 19.564, -3.258, 0.000, 13.422 | 0.1322
 0.20 | 20.451, -9.591, 0.000, 12.315 | 0.1129
 0.23 | 44.382, -6.443, 23.244, 11.804 | 0.1950
 0.30 | 32.032, 16.250, 7.944, 10.802 | 0.1197
 0.50 | 14.082, 17.529, 0.000, 8.454 | 0.0450
 1.00 | 4.867, 11.209, 0.000, 4.314 | 0.0122
mid-window energy for pole test: 0.2638 eV
 plasmon part, residue: 17.0885 meV
 plasmon part, bent path: 17.0885 meV
causality test at imaginary energy 0.1065 eV:
 from spectrum 18.6674, direct 18.6671 meV
Re nu / high-frequency law at 1000 E_F: 0.99990
Re nu / high-frequency law at 1 eV: 1.002
absorption at 0.5 eV with nu(w): 527.0 cm^-1
absorption at 0.5 eV with nu(0): 599.9 cm^-1
sizes of neglected effects:
 kT/E_F at 300 K: 0.283
 300 K / 0 K rate, DC: 1.114
 300 K / 0 K rate, 0.5 eV: 0.993
 Yukawa screening wave number / k_F: 2.015
 phase shifts / Born, attractive ion: 1.496
 phase shifts / Born, repulsive ion: 0.701
 ellipsoid masses (rough): 0.92, 0.19 m_e
 DC mobility, ellipsoidal valleys: 246.4 cm2/Vs
 DC rate with Hubbard exchange / RPA: 1.063
 lattice mobility (rough input): 1400 cm2/Vs
 lattice rate at 300 K: 3.180 meV
 intervalley wave number: 13.91 nm^-1
 intervalley / static rate, kappa kept: 0.0013
 same, background unscreened: 0.174
```
